\section*{Sensitivity of the Allen-Dynes critical temperature to lambda and mu*, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem}

The Allen-Dynes formula estimates the critical temperature of a phonon-mediated superconductor from the Eliashberg function $\alpha^2F(\omega)$ and the Coulomb pseudopotential $\mu^*$. With $\hbar=k_B=1$, and frequencies and temperatures in kelvin, the moments are
\begin{align}
\lambda&=2\int_0^\infty\frac{d\omega}{\omega}\,\alpha^2F(\omega), \qquad
\bar\omega_2^2=\frac{2}{\lambda}\int_0^\infty d\omega\,\omega\,\alpha^2F(\omega),\nonumber\\
\ln\omega_{\log}&=\frac{2}{\lambda}\int_0^\infty\frac{d\omega}{\omega}\,\alpha^2F(\omega)\ln\omega ,\qquad r=\frac{\bar\omega_2}{\omega_{\log}},
\label{moments}
\end{align}
and the formula is
\begin{align}
T_c&=\frac{f_1f_2\,\omega_{\log}}{1.2}\,e^{-E},\quad E=\frac{1.04(1+\lambda)}{D},\quad D=\lambda-\mu^*(1+0.62\lambda),\label{AD}\\
f_1&=(1+x)^{1/3},\quad x=\left[\frac{\lambda}{2.46(1+3.8\mu^*)}\right]^{3/2},\\
f_2&=1+\frac{(r-1)y}{1+y},\quad y=\left[\frac{\lambda}{1.82(1+6.3\mu^*)r}\right]^{2}.
\end{align}
It is an empirical fit to isotropic Eliashberg theory, and its numerical constants are taken as given. Use the model values $\omega_{\log}=300$ K $=25.85$ meV and $r=1$, the couplings $\lambda=0.4$ and $1.5$, and the range $\mu_1=0.10$ to $\mu_2=0.15$ with midpoint $0.125$.

(a) Find $\partial\ln T_c/\partial\lambda$ and $\partial\ln T_c/\partial\mu^*$ at fixed $\omega_{\log}$ and $r$, and evaluate them.

(b) Find the change of $\ln T_c$ over the range of $\mu^*$ without linearizing, and decide whether one derivative describes it.

(c) Decide at which coupling $T_c$ is more uncertain, in relative terms and in kelvin.

(d) Find the change of $\lambda$ that offsets the whole range of $\mu^*$, and the response of $T_c$ to a uniform error in the phonon frequencies.

(e) Check whether the slopes of the fit are those of the theory it represents, using the linearized isotropic Eliashberg equations for one Einstein mode $\omega_E$ on the Matsubara frequencies $\omega_n=\pi T(2n+1)$,
\begin{align}
Z_n\Delta_n&=\sum_{m=-N}^{N-1}\frac{\lambda(n-m)-\mu_c}{|2m+1|}\,\Delta_m,\label{gap}\\
Z_n&=1+\frac{1}{2n+1}\sum_{m=-\infty}^{\infty}\lambda(n-m)\,\mathrm{sgn}(2m+1),\label{Z}
\end{align}
where $\lambda(l)=\lambda/[1+(2\pi Tl/\omega_E)^2]$ and $\mu_c$ is the repulsion that belongs to the cutoff $\omega_c=2\pi TN$.

\section*{Solution}

\subsection*{(a) The derivatives}

The logarithm of Eq.~(\ref{AD}) is a sum,
\begin{equation}
\ln T_c=\ln\frac{\omega_{\log}}{1.2}+\ln f_1+\ln f_2-E ,
\end{equation}
and the first term is constant under the stated conditions. An absolute error in $E$ is a relative error in $T_c$, as an error in a barrier divided by the temperature is for an activated rate. The formula has meaning for $D>0$. Since $D=\lambda(1-0.62\mu^*)-\mu^*$, this requires $\lambda>\lambda_0=\mu^*/(1-0.62\mu^*)$, which is $0.1066$ at $\mu_1$ and $0.1654$ at $\mu_2$. Both couplings lie above $\lambda_0$.

The denominator is linear in each variable,
\begin{equation}
\frac{\partial D}{\partial\lambda}=1-0.62\mu^*,\qquad \frac{\partial D}{\partial\mu^*}=-(1+0.62\lambda).
\end{equation}
The quotient rule gives
\begin{equation}
\frac{\partial E}{\partial\lambda}=1.04\,\frac{D-(1+\lambda)(1-0.62\mu^*)}{D^2}.
\end{equation}
Inserting $D=\lambda(1-0.62\mu^*)-\mu^*$ cancels the terms proportional to $\lambda$ in the numerator,
\begin{equation}
-\mu^*-(1-0.62\mu^*)=-(1+0.38\mu^*),
\end{equation}
so that
\begin{equation}
-\frac{\partial E}{\partial\lambda}=+\frac{1.04(1+0.38\mu^*)}{D^2}.
\end{equation}
In $E$ the pseudopotential appears in $D$ alone. With $\partial(1/D)/\partial\mu^*=-D^{-2}\,\partial D/\partial\mu^*=+(1+0.62\lambda)/D^2$,
\begin{equation}
-\frac{\partial E}{\partial\mu^*}=-\frac{1.04(1+\lambda)(1+0.62\lambda)}{D^2}.
\label{Emu}
\end{equation}

The prefactors follow from the chain rule through $\ln x$ and $\ln y$. From $\ln f_1=\tfrac13\ln(1+x)$ comes $d\ln f_1/d\ln x=x/[3(1+x)]$. From $\ln x=\tfrac32\ln\lambda-\tfrac32\ln(1+3.8\mu^*)+\text{const}$ come $\partial\ln x/\partial\ln\lambda=\tfrac32$ and $\partial\ln x/\partial\mu^*=-\tfrac32\cdot3.8/(1+3.8\mu^*)$. Both products contain
\begin{equation}
a=\frac32\cdot\frac{x}{3(1+x)}=\frac{x}{2(1+x)}=\frac{1-f_1^{-3}}{2},
\end{equation}
where the last form uses $1+x=f_1^3$. For $f_2$, the derivative of $y/(1+y)$ is $(1+y)^{-2}$, so $d\ln f_2/d\ln y=(r-1)y/[(1+y)^2f_2]$. From $\ln y=2\ln\lambda-2\ln(1+6.3\mu^*)+\text{const}$ come the factors $2$ and $-2\cdot6.3/(1+6.3\mu^*)$. Both products contain
\begin{equation}
b=\frac{2(r-1)y}{(1+y)^2f_2}.
\end{equation}
The sum of the three contributions is
\begin{align}
\frac{\partial\ln T_c}{\partial\lambda}&=\frac{1.04(1+0.38\mu^*)}{D^2}+\frac{a+b}{\lambda},\label{dl}\\
\frac{\partial\ln T_c}{\partial\mu^*}&=-\frac{1.04(1+\lambda)(1+0.62\lambda)}{D^2}-\frac{3.8a}{1+3.8\mu^*}-\frac{6.3b}{1+6.3\mu^*}.\label{dm}
\end{align}
For $r\ge1$ every term of Eq.~(\ref{dl}) is non-negative and every term of Eq.~(\ref{dm}) non-positive. The ratios of relative changes are $S_\lambda=\lambda\,\partial\ln T_c/\partial\lambda$ and $S_\mu=\mu^*\,\partial\ln T_c/\partial\mu^*$.

Two limits frame the result. As $\lambda\to\lambda_0$ both slopes diverge as $D^{-2}$ while $T_c$ vanishes as $e^{-E}$. As $\lambda\to\infty$, $D$ grows as $\lambda$, so the exponent contributes a term of order $1/\lambda$ to $S_\lambda$; $x\to\infty$ gives $a\to\tfrac12$ and $y\to\infty$ gives $b\to0$. Hence $S_\lambda\to\tfrac12$, or $T_c\propto\sqrt\lambda$. Numerical differentiation at $\lambda=10^5$ and $\mu^*=0.125$ gives $0.50001$.

For $r=1$ one has $f_2=1$ and $b=0$. The ingredients are listed with more digits than an empirical fit deserves, so that the arithmetic can be followed; two or three figures carry meaning.

\begin{center}
\begin{tabular}{cccccc}
$\lambda$ & $\mu^*$ & $D$ & $E$ & $f_1$ & $T_c$ (K)\\
0.4 & 0.100 & 0.2752 & 5.2907 & 1.0133 & 1.2763\\
0.4 & 0.125 & 0.2440 & 5.9672 & 1.0121 & 0.6481\\
0.4 & 0.150 & 0.2128 & 6.8421 & 1.0110 & 0.2699\\
1.5 & 0.100 & 1.30700 & 1.9893 & 1.0896 & 37.263\\
1.5 & 0.125 & 1.25875 & 2.0655 & 1.0817 & 34.277\\
1.5 & 0.150 & 1.21050 & 2.1479 & 1.0749 & 31.370
\end{tabular}
\end{center}

The first row reads $D=0.4-0.1(1+0.62\times0.4)=0.2752$, $E=1.04\times1.4/0.2752=5.2907$ and $T_c=1.0133\,(300/1.2)\,e^{-5.2907}=1.276$ K $=0.110$ meV. At the midpoint and $\lambda=0.4$ the exponent terms are
\begin{align}
\frac{1.04(1+0.38\times0.125)}{0.2440^2}&=18.298,\nonumber\\
-\frac{1.04\times1.4\,(1+0.62\times0.4)}{0.2440^2}&=-30.521,
\end{align}
and $f_1$ adds $0.0441$ and $-0.0455$, which is negligible. At the midpoint and $\lambda=1.5$ the exponent terms are
\begin{align}
\frac{1.04(1+0.38\times0.125)}{1.25875^2}&=0.6876,\nonumber\\
-\frac{1.04\times2.5\,(1+0.62\times1.5)}{1.25875^2}&=-3.1670,
\end{align}
and $f_1$ adds
\begin{equation}
\frac{1-1.0817^{-3}}{2\times1.5}=0.0700,\qquad -\frac{3.8\,(1-1.0817^{-3})}{2(1+3.8\times0.125)}=-0.270 ,
\end{equation}
about a tenth of the exponent terms. The totals are

\begin{center}
\begin{tabular}{cccccc}
$\lambda$ & $\mu^*$ & $\partial_\lambda\ln T_c$ & $S_\lambda$ & $\partial_{\mu^*}\ln T_c$ & $S_\mu$\\
0.4 & 0.100 & 14.30 & 5.72 & $-24.05$ & $-2.40$\\
0.4 & 0.125 & 18.34 & 7.34 & $-30.57$ & $-3.82$\\
0.4 & 0.150 & 24.32 & 9.73 & $-40.17$ & $-6.02$\\
1.5 & 0.100 & 0.708 & 1.06 & $-3.25$ & $-0.325$\\
1.5 & 0.125 & 0.758 & 1.14 & $-3.44$ & $-0.430$\\
1.5 & 0.150 & 0.815 & 1.22 & $-3.66$ & $-0.549$
\end{tabular}
\end{center}

To first order, an error of one per cent in $\lambda$ at the midpoint moves $T_c$ by about $7$ per cent of its value at $\lambda=0.4$ and by about $1$ per cent at $\lambda=1.5$. The numerical check tests Eqs.~(\ref{dl}) and (\ref{dm}) against high-precision numerical differentiation of $\ln T_c$, including cases with $r>1$, and the exponent terms symbolically.

\subsection*{(b) The finite change}

Let $D_i$, $E_i$ and $T_i$ denote the values at $\mu_i$, let $\Delta\mu=\mu_2-\mu_1=0.05$, and define the spread $\sigma=\ln(T_1/T_2)$. The numerator of $E$ does not depend on $\mu^*$, and $D_1-D_2=(1+0.62\lambda)\Delta\mu$ because $D$ is linear in $\mu^*$. Therefore
\begin{equation}
E_2-E_1=1.04(1+\lambda)\,\frac{D_1-D_2}{D_1D_2}=\frac{1.04(1+\lambda)(1+0.62\lambda)\,\Delta\mu}{D_1D_2}.
\label{finite}
\end{equation}
By Eq.~(\ref{Emu}) the slope of $E$ at an endpoint is a fixed constant divided by $D_i^2$, so Eq.~(\ref{finite}) equals $\Delta\mu$ times the geometric mean of the two endpoint slopes. The full spread is
\begin{equation}
\sigma=E_2-E_1+\ln\frac{(f_1f_2)_{\mu_1}}{(f_1f_2)_{\mu_2}} .
\end{equation}
For the two couplings,
\begin{align}
\lambda=0.4:\quad \sigma&=0.05\sqrt{23.993\times40.127}+\ln\frac{1.0133}{1.0110}\nonumber\\
&=1.5514+0.0023=1.5537,\\
\lambda=1.5:\quad \sigma&=0.05\sqrt{2.9375\times3.4245}+\ln\frac{1.0896}{1.0749}\nonumber\\
&=0.1586+0.0136=0.1722 .
\end{align}
Quadrature of Eq.~(\ref{dm}) over the range reproduces these values in the numerical check. Within the fit a moderately broader spectrum changes little: $r=1.2$ gives $1.5544$ and $0.1799$.

Whether one derivative suffices depends on the quantity that is linearized and on the point about which it is expanded. Linearizing $\ln T_c$ about the midpoint replaces $D_1D_2$ by $D_m^2$, where $D_m=(D_1+D_2)/2$ by linearity. With $\delta=(D_1-D_2)/2$ one has $D_1D_2=(D_m+\delta)(D_m-\delta)=D_m^2-\delta^2$, so the exponent part of the estimate is low by the factor $1-(\delta/D_m)^2$. The estimates are $0.05\times30.566=1.5283$ against $1.5537$, and $0.05\times3.4375=0.1719$ against $0.1722$. The midpoint slope of the logarithm is good to two per cent of $\sigma$ at the weak coupling, although the slope itself runs from $-24$ to $-40$ across the range.

Linearizing $T_c$ from $\mu_1$ gives $T_1[1+\Delta\mu\,\partial_{\mu^*}\ln T_c]$. This is the first term of the expansion of an exponential and needs $\Delta\mu\,|\partial_{\mu^*}\ln T_c|\ll1$. At $\lambda=1.5$ it gives $37.263\,(1-0.05\times3.2501)=31.21$ K against $31.37$ K. At $\lambda=0.4$ it gives $1.2763\,(1-0.05\times24.046)=-0.258$ K, a negative temperature, against $0.270$ K. Part of this failure is due to the endpoint: linearizing $\ln T_c$ from $\mu_1$ gives $0.05\times24.046=1.202$ against $\sigma=1.554$, low by $23$ per cent of $\sigma$. A like-for-like comparison expands both quantities about the midpoint, with half-range $0.025$. At $\lambda=1.5$ the bar $34.277\,(1\pm0.025\times3.4375)$ spans $31.33$ to $37.22$ K against $31.37$ and $37.26$ K, so an error bar $T_c\pm\delta T_c$ is serviceable. At $\lambda=0.4$ the bar $0.6481\,(1\pm0.025\times30.566)$ spans $0.153$ to $1.143$ K. Its width is close to the true one, but its ends lie $43$ and $10$ per cent below the true values $0.270$ and $1.276$ K. The factor form $0.6481\,e^{\pm0.025\times30.566}$ gives $0.302$ and $1.39$ K, which are $12$ and $9$ per cent above them. At $\lambda=0.4$ the uncertainty is therefore better quoted as a factor.

\subsection*{(c) Relative and absolute uncertainty}

The factor between the ends of the range is $T_1/T_2=e^{\sigma}$, which is $4.73$ at $\lambda=0.4$ and $1.19$ at $\lambda=1.5$. In the logarithm the weak coupling is more uncertain by $1.5537/0.1722=9.02$. Equation~(\ref{finite}) shows the origin. The numerator $(1+\lambda)(1+0.62\lambda)$ is larger at $\lambda=1.5$, but the product $D_1D_2$ grows from $0.2752\times0.2128$ to $1.3070\times1.2105$ and outweighs it.

The spread in kelvin follows from $T_2=T_1e^{-\sigma}$,
\begin{equation}
T_1-T_2=T_1\left(1-e^{-\sigma}\right).
\end{equation}
It is smaller than $T_1$ however large $\sigma$ is, so at $\lambda=0.4$ it is bounded by $1.28$ K. The values are
\begin{align}
\lambda=0.4:\quad &1.2763\,(1-1/4.7289)=1.006\ \text{K}=0.0867\ \text{meV},\\
\lambda=1.5:\quad &37.263\,(1-1/1.1879)=5.894\ \text{K}=0.508\ \text{meV}.
\end{align}
The order is reversed: at equal $\omega_{\log}$ the strong coupling is more uncertain in kelvin by a factor $5.86$. The question of which case is more uncertain thus has two answers. A prediction at $\lambda=0.4$ is uncertain by nearly a factor of five yet states firmly, within the fit, that $T_c$ lies near or below one kelvin. A prediction at $\lambda=1.5$ is fixed to the factor $1.19$ yet spans about six kelvin. The ratios $T_1/T_2$ do not depend on $\omega_{\log}$, while each spread in kelvin is proportional to it, so the reversed order need not hold for two systems with very different phonon scales.

Within the Allen-Dynes fit at equal $\omega_{\log}$, the range of $\mu^*$ makes $T_c$ more uncertain in relative terms at $\lambda=0.4$ and more uncertain in kelvin at $\lambda=1.5$. It remains to find the change of $\lambda$ that offsets this range and the response to phonon-frequency errors, and to compare the fit with Eliashberg theory.

Numbers in the example were calculated in double precision.
